# Donor density that fills germanium's L valleys up to Γ

## Problem

The conduction band of germanium has its lowest minima at the L points of the Brillouin zone. A further minimum, the direct valley at Γ, lies $\Delta = 0.136$ eV higher. Donors supply electrons, which fill the L valleys first.

(a) At zero temperature, with rigid parabolic bands, what donor density brings the Fermi level up to the Γ edge? Use the L-valley masses $m_l = 1.59$ (longitudinal) and $m_t = 0.0815$ (transverse), in electron masses.

(b) Where is the Fermi level at $5\times10^{19}$ cm$^{-3}$?

(c) How far do a different offset, nonparabolic bands, exchange and a temperature of 300 K move the answer to (a)?

Formulas are in Hartree atomic units ($\hbar = m_e = e = 1$, lengths in bohr). Energies are measured from the L edge. Every donor is assumed to be active, to give one electron and not to be compensated, so that donor density and electron density are equal. "Rigid" means that doping changes neither the masses nor the offset.

## Solution of (a)

**Number of valleys.** With cubic lattice constant $a$, the L points are the eight points $(\pi/a)(\pm1,\pm1,\pm1)$. Each is the centre of a hexagonal zone face. The energy surface around L is symmetric under inversion through L, so the face cuts it into equal halves, of which one lies inside the zone. Eight halves make four whole valleys.

**Filled volume.** Near an L point,

$$E = \frac{k_l^2}{2m_l} + \frac{k_t^2}{2m_t},$$

where $k_l$ is measured from L along the Γ–L line and $k_t$ perpendicular to it. The states with $E\le\Delta$ fill an ellipsoid with one semi-axis $K_l=\sqrt{2m_l\Delta}$ and two semi-axes $K_t=\sqrt{2m_t\Delta}$. Its volume is $\tfrac{4\pi}{3}K_lK_t^2$.

**Density.** Per unit volume of crystal there are $1/(2\pi)^3$ states per unit volume of $k$ space for each spin. Four valleys and two spins give

$$n = 4\cdot 2\cdot\frac{1}{8\pi^3}\cdot\frac{4\pi}{3}K_lK_t^2 = \frac{4}{3\pi^2}K_lK_t^2 .$$

Since $K_lK_t^2 = \sqrt{2m_l\Delta}\;2m_t\Delta = m_t\sqrt{m_l}\,(2\Delta)^{3/2}$,

$$n = \frac{4\,m_t\sqrt{m_l}\,(2\Delta)^{3/2}}{3\pi^2}. \tag{1}$$

**Numbers.** The offset is $\Delta = 0.004998$ hartree, so $(2\Delta)^{3/2} = 9.994\times10^{-4}$. The mass factor is $0.0815\sqrt{1.59} = 0.1028$, and $4/(3\pi^2)=0.1351$. The product is $n = 1.3875\times10^{-5}$ bohr$^{-3}$, or

$$n = 9.4\times10^{19}\ \text{cm}^{-3}.$$

A direct count of $k$ points inside the zone, around all eight L points, gives $9.361\times10^{19}$ cm$^{-3}$, against $9.363\times10^{19}$ from (1). This tests the valley count as well as the volume.

The density corresponds to 0.21 percent of the atoms being donors. It marks where Γ begins to fill; at zero temperature Γ is still empty there. The longitudinal semi-axis is 0.25 of the Γ–L distance, so the parabola is used well away from its minimum in that direction. Corrections to the longitudinal dispersion are not estimated here.

## Solution of (b)

As long as only the L valleys are occupied, (1) holds with $\Delta$ replaced by the Fermi energy $E_F$ and $n$ by the actual density $N$. Dividing the two relations gives $N/n=(E_F/\Delta)^{3/2}$, hence

$$E_F=\Delta\left(\frac{N}{n}\right)^{2/3} = 0.136\left(\frac{5}{9.363}\right)^{2/3}\text{eV} = 0.090\ \text{eV}.$$

About half the threshold density already raises the Fermi level two thirds of the way, because the density of states grows with energy.

## Solution of (c)

**Offset.** From $n\propto\Delta^{3/2}$, a small change gives $\delta n/n = \tfrac32\,\delta\Delta/\Delta$. Raising the offset by 0.010 eV raises $n$ by 11 percent. This matters because 0.136 eV is typical of a crystal at room temperature, whereas "zero temperature" in (a) refers to the sharp filling of the states. In a cold crystal the offset is roughly 0.15 eV, which gives $1.08\times10^{20}$ cm$^{-3}$.

**Nonparabolicity.** The small transverse mass comes from coupling to the valence band, a gap $G\approx2.1$ eV below at L. Keep the longitudinal energy parabolic and common to both bands, and let $e=\Delta-k_l^2/(2m_l)$ be the energy left for transverse motion. The two-band matrix

$$\begin{pmatrix}0&Pk_t\\Pk_t&-G\end{pmatrix}$$

has eigenvalues $e$ that obey $e(e+G)=P^2k_t^2$. At small $k_t$ the upper one is $P^2k_t^2/G$, which must equal $k_t^2/(2m_t)$, so $P^2=G/(2m_t)$ and

$$k_t^2 = 2m_t\,e\left(1+\frac eG\right).$$

At each $k_l$ the filled cross-section is a disc of area $\pi k_t^2$. With $k_l=K_lu$ and $e=\Delta(1-u^2)$,

$$n'=\frac{8}{8\pi^3}\int\pi k_t^2\,dk_l=\frac{K_lK_t^2}{\pi^2}\int_{-1}^{1}\left[(1-u^2)+\frac{\Delta}{G}(1-u^2)^2\right]du .$$

The two integrals are $4/3$ and $16/15$. The first term reproduces (1), and the ratio is

$$\frac{n'}{n}=1+\frac{4\Delta}{5G}=1.052 .$$

The bands hold more states below a given energy than the parabola does. The 5 percent is a two-band figure; an empirical-pseudopotential band structure gives closer to 7 percent.

**Exchange.** Exchange lowers an electron in an occupied valley. An electron at Γ is far in $k$ space from the occupied states, and its exchange with them is neglected here. The Γ edge therefore moves up relative to the L electrons. To estimate the size, replace each ellipsoid by a sphere of equal volume, with $k_F^3=K_lK_t^2$ and $k_F=0.0468$ bohr$^{-1}$, and take a dielectric constant $\varepsilon=16$.

Screening is estimated with the Thomas–Fermi argument, which is strictly valid only for long wavelengths but is used here at all wave numbers. A slowly varying potential energy $U$ changes the local electron density by $-(dn/dE)\,U$. Poisson's equation then acquires a term $q^2U$ with $q^2=(4\pi/\varepsilon)\,dn/dE$, and the interaction in $k$ space becomes $4\pi/[\varepsilon(k^2+q^2)]$. From (1), $dn/dE=3n/(2\Delta)$, which gives $q=0.0572$ bohr$^{-1}$.

The lowering at the Fermi surface is the sum of this interaction over occupied states of the same spin and valley; the weaker exchange with the other L valleys is neglected, as it is for Γ. With $k'=k_Fp$, $c$ the cosine of the angle between the wave vectors, and $s=q/k_F$,

$$\Sigma=\frac{k_F}{\pi\varepsilon}F,\qquad F=\int_0^1\!dp\int_{-1}^{1}\!dc\,\frac{p^2}{1+p^2-2pc+s^2}.$$

The integral over $c$ gives

$$F=\int_0^1\frac p2\,\ln\frac{(1+p)^2+s^2}{(1-p)^2+s^2}\,dp .$$

Put $t=1+p$ in the numerator's logarithm and $t=1-p$ in the denominator's. The two pieces join into

$$F=\frac12\int_0^2(t-1)\ln(t^2+s^2)\,dt .$$

Integrate by parts, using $(t^2-2t)/2$ as the antiderivative of $t-1$. It vanishes at both limits, so

$$F=\frac12\int_0^2\frac{2t^2-t^3}{t^2+s^2}\,dt
=\frac12\int_0^2\left[2-\frac{2s^2}{t^2+s^2}-t+\frac{s^2t}{t^2+s^2}\right]dt,$$

$$F=1-s\arctan\frac2s+\frac{s^2}{4}\ln\left(1+\frac4{s^2}\right).$$

Without screening, $s=0$ and $F=1$, and the lowering is 25 meV. Here $s=1.22$ and $F=0.237$, which leaves 6.0 meV. The L electrons must then reach a band energy of 142 meV instead of 136 meV, and $n$ rises by the factor $(142/136)^{3/2}=1.067$. The shift is held at its value for the original density. The sphere overstates the lowering, by nearly 30 percent for these masses, because in an elongated ellipsoid of the same volume the occupied states lie farther apart on average. The correlation shift is assumed equal in both valleys, and the shifts caused by the potential of the donor ions are left out. The first assumption is the weak one. The plasmon energy, about 0.26 eV, exceeds the Fermi energy, so the screening is not static, and the light Γ electron is lowered less than an L electron. In the random-phase approximation with the same masses the offset grows by about 13 meV (14 percent in $n$), and the donor ions add roughly 2 meV more, so 6 meV is on the low side by about a factor of two. This is therefore an estimate of size and not a many-body calculation of the offset.

**Temperature.** Differentiating the zero-temperature density of $g$ equivalent valleys gives their density of states, $g\,m_t\sqrt{m_l}\,\sqrt{2E}/\pi^2$, with $E$ measured from the valley's own edge. For a Fermi level $\mu$ well above the edge, the leading thermal correction to $\int\sqrt E f\,dE$, with $f$ the Fermi function, is $\tfrac{\pi^2}{6}(kT)^2$ times the slope of $\sqrt E$ at $\mu$:

$$\int_0^\infty\!\sqrt E f\,dE\approx\frac23\mu^{3/2}+\frac{\pi^2}{12}\frac{(kT)^2}{\sqrt\mu}
=\frac23\mu^{3/2}\left[1+\frac{\pi^2}{8}\left(\frac{kT}{\mu}\right)^2\right].$$

At 300 K and $\mu=\Delta$ this adds 4.5 percent to the L density; the full integral gives 4.6 percent.

Other valleys now hold electrons too. Six valleys on the Δ lines (a name unrelated to the offset $\Delta$) lie about 0.19 eV above L, with rough masses 1.35 and 0.29. They are empty in (a), but their factor $g\,m_t\sqrt{m_l}$ is $6\times0.29\sqrt{1.35}=2.02$, against 0.41 for the L valleys and $0.038^{3/2}=0.0074$ for Γ, whose mass is about 0.038. With the Fermi level at the Γ edge, the densities are $9.8\times10^{19}$ cm$^{-3}$ in L, $6.0\times10^{18}$ in the Δ-line valleys and $1.4\times10^{17}$ in Γ. With these rough parameters the higher-lying Δ-line valleys take about forty times as many electrons as Γ. The figure is sensitive to their edge: moving it from 0.21 to 0.17 eV changes the ratio from 20 to about 90, and the rise of the total density from 8 to 18 percent.

If instead the total density is held at the value found in (a), the Fermi level at 300 K is 0.127 eV. Γ then holds 0.12 percent of the electrons although its edge lies 9 meV above the Fermi level. At room temperature the threshold is a gradual onset.

## Cases compared

Each row changes the stated item alone and keeps the Fermi level at the Γ edge.

| Case | Density ($10^{19}$ cm$^{-3}$) | Change from first row |
|---|---:|---:|
| Parabolic, $\Delta=0.136$ eV, zero temperature | 9.4 | – |
| Offset 0.146 eV | 10.4 | +11 % |
| Cold-crystal offset, 0.15 eV | 10.8 | +16 % |
| Transverse nonparabolicity | 9.8 | +5 % |
| Statically screened exchange only | 10.0 | +7 % |
| 300 K, all valleys counted | 10.4 | +11 % |

For a crystal at 300 K, simply adding the last three changes gives about 23 percent, or $1.15\times10^{20}$ cm$^{-3}$, if their influence on one another is ignored. With the larger many-body shift noted in (c) the sum is nearer 30 percent, or about $1.2\times10^{20}$ cm$^{-3}$. As far as the corrections estimated here go, the result of (a) is good as "about $10^{20}$ cm$^{-3}$"; its second digit belongs to the model.

## Beside real material

Such densities are of interest for n-type germanium in low-resistance contacts and light emitters. Donor binding is no obstacle in this range. With an averaged mass, a donor orbit has a radius of roughly 7 nm (the real orbit is flattened to between 2 and 3 nm along the valley axis), while the mean donor spacing $n^{-1/3}$ is 2.2 nm, so the orbits overlap strongly and the electrons are not bound to single donors. The assumption most open to failure is full activation. Donors that cluster or pair with vacancies may supply no free electron, and active densities near $10^{20}$ cm$^{-3}$ are hard to reach. If half the donors were active, the required chemical concentration would double to about $1.9\times10^{20}$ cm$^{-3}$, a larger change than any in the table. Equation (1) gives the electron density needed; it does not say whether a given doping process can supply it.

The values used here are collected in the numerical output below.

## Computed values

```
L masses, longitudinal and transverse: 1.59, 0.0815 electron masses
Gamma edge above L edge: 0.136 eV = 0.004998 hartree
density-of-states mass per L valley: 0.2194 electron masses
ellipsoid semi-axis, longitudinal: 0.1261 bohr^-1
ellipsoid semi-axis, transverse: 0.0285 bohr^-1
lattice constant: 0.566 nm
longitudinal semi-axis / Gamma-L distance: 0.248
threshold density, formula: 1.3875e-05 bohr^-3
threshold density, formula: 9.363e+19 cm^-3
threshold density, k-point count: 9.361e+19 cm^-3
donors per germanium atom: 0.212 percent
mean donor spacing n^(-1/3): 2.20 nm
Fermi energy at 5e+19 cm^-3: 0.0895 eV
density change for offset +0.010 eV: 11.2 percent
rough cold-crystal offset: 0.15 eV
threshold with cold-crystal offset: 1.085e+20 cm^-3
change from cold-crystal offset: 15.8 percent
band gap at L: 2.1 eV
change from nonparabolicity: 5.2 percent
dielectric constant: 16.0
equal-volume Fermi wave number: 0.0468 bohr^-1
Thomas-Fermi screening wave number: 0.0572 bohr^-1
screening factor F: 0.237
exchange lowering, unscreened: 25.4 meV
exchange lowering, screened: 6.0 meV
change from screened exchange: 6.7 percent
temperature: 300 K, kT = 0.02585 eV
thermal change of L density, quadrature: 4.64 percent
thermal change of L density, leading term: 4.46 percent
Gamma mass: 0.038 electron masses
Delta-line valleys: edge 0.19 eV above L, masses 1.35, 0.29
300 K, Fermi level at Gamma edge:
  L density: 9.798e+19 cm^-3
  Gamma density: 1.422e+17 cm^-3
  Delta-line density: 6.025e+18 cm^-3
  total density: 1.041e+20 cm^-3
300 K, total density held at threshold value:
  Fermi level above L edge: 0.1272 eV
  share in L: 95.26 percent
  share in Gamma: 0.115 percent
  share in Delta-line valleys: 4.63 percent
donor orbit radius, rough: 7.1 nm
Mott density, rough: 4.9e+16 cm^-3
threshold / Mott density: 1909
```
